The inverse-cube law of correlation energy with effective core potentials

**Definitions and conventions**

The algebra is in atomic units. Two valence electrons in a ¹S state have H = h(1) + h(2) + 1/r12, with

h = T + V_loc(r) + Σ_{l ≤ l_max} V_l(r) P̂_l,  T = −½∇²,

where P̂_l projects on angular momentum l about the nucleus. The Hartree–Fock (HF) orbital is φ = u(r)/(r√(4π)) with ∫u² dr = 1 and energy ε, and Φ = φ(1)φ(2). The Fock operator is F = h + 2J − K, with J(r) = ∫φ²(r′)|r − r′|⁻¹ d³r′ and (Kψ)(r) = φ(r)∫φ(r′)ψ(r′)|r − r′|⁻¹ d³r′, so that Kφ = Jφ. A ¹S spatial function depends on r1, r2 and the cosine μ = cos θ of the angle between the electrons. Its term proportional to the Legendre polynomial P_l(μ) is called channel l; in it both electrons have angular momentum l. E_l is the change of the correlation energy when all one-electron functions of angular momentum l are added to those of lower l, each set radially complete. Further, x = l + ½, y = 2l + 1, n = L + 1, t = r</r>, and ρ = r1 − r2 is the relative vector, of length r12. A term has degree ν if it is homogeneous of degree ν in ρ times a smooth function of the midpoint.

Assumptions:
- A1. V_loc and V_l are smooth for r > 0 and no more singular than 1/r at r = 0.
- A2. l_max is finite.
- A3. The interaction 1/r12 is left unchanged.
- A4. The basis consists of products of one-electron functions.
- A5. The HF ground state is s², with every virtual level above ε.

**Theorem**

Under A1 to A5, for l → ∞:

(a) In second-order Møller–Plesset theory (MP2), E_l = −C x⁻⁴ [1 + O(x⁻²)] with C = (3/8) ∫u⁴ r dr.

(b) In full configuration interaction (FCI), E_l = −C_FCI x⁻⁴ [1 + O(x⁻¹)] with C_FCI = 6π² ∫|Ψ(r,r)|² r⁵ dr, where Ψ(r,r) is the normalized eigenfunction at r1 = r2 = r, μ = 1.

(c) The error left by stopping at l = L is C/(3n³), or C_FCI/(3n³), to leading order.

The core potential enters the coefficients and the corrections, not the powers. The variable is the highest angular momentum L; Lemma 5 states what follows for a basis labelled by a cardinal number. The proofs match singularities at r12 = 0 order by order, so the remainders are established by power counting, not by strict inequalities.

**Lemma 1 (MP2 separates into channels).** E_l = ⟨Φ|r12⁻¹|ψ1,l⟩ = −(2l+1)⁻¹ Σ_ab M_ab²/(ε_a + ε_b − 2ε), where a, b run over the virtual radial functions of F in channel l and M_ab = ∬u u_a(r1) (r<^l/r>^{l+1}) u u_b(r2) dr1 dr2.

Proof. Take H0 = F1 + F2. The perturbation is 1/r12 minus one-electron operators. Single excitations decouple by Brillouin's theorem and one-electron operators do not reach double excitations, so

(F1 + F2 − 2ε) ψ1 = −Q Φ/r12,  E(2) = ⟨Φ|r12⁻¹|ψ1⟩,

where Q removes φ from each electron. Since φ is an s function, Q acts as the identity in channels l ≥ 1. F is rotationally invariant, so the equation separates by channel. Insert 1/r12 = Σ_k (r<^k/r>^{k+1}) (4π/(2k+1)) Σ_q Y_kq(1) Y*_kq(2). The angular part of Φ is 1/(4π), so the matrix element to the product (a l m)(b l m)* is M_ab/(2l+1). Its square summed over the 2l+1 values of m is M_ab²/(2l+1). ∎

**Lemma 2 (Legendre components and scaling).**

(i) r12 = Σ f_l P_l(μ), with f_l = r> t^l [t²/(2l+3) − 1/(2l−1)].

(ii) A non-smooth term of degree ν has a channel-l component of order x^{−ν−1}, confined to |ln(r1/r2)| ≲ 1/x.

Proof. (i) Write r12 = r12² · r12⁻¹ = r> (1 + t² − 2tμ) Σ_k t^k P_k, and use μP_k = [(k+1)P_{k+1} + kP_{k−1}]/(2k+1). The term μP_{l−1} gives l/(2l−1) P_l and μP_{l+1} gives (l+1)/(2l+3) P_l, so the coefficient of P_l is

r> t^l [1 + t² − 2l/(2l−1) − 2(l+1)t²/(2l+3)] = r> t^l [−1/(2l−1) + t²/(2l+3)].

(ii) Set r1 = R e^{s/2}, r2 = R e^{−s/2}. Then r12² = 2R²(cosh s − cos θ) ≈ R²(s² + θ²) near coalescence, and a term of degree ν is R^ν η(s,θ) with η homogeneous of degree ν. The functions P_l(cos θ) and the Bessel function J0(xθ) obey the same equation at small θ and large l, so P_l ≈ J0(xθ). The component is

(y/2)∫η P_l sin θ dθ ≈ x ∫η(s,θ) J0(xθ) θ dθ = x^{−ν−1} ∫η(xs, z) J0(z) z dz,  z = xθ.

For xs ≫ 1 the function η varies slowly over an oscillation of J0 and the integral decays. A function smooth in μ has components that fall faster than any power of l, by repeated use of the self-adjointness of the Legendre operator. ∎

The closed forms agree with (ii): 1/r12 has the component t^l/r>, of order x⁰, and f_l at t = 1 equals −4r/((2l+3)(2l−1)), of order x⁻².

**Lemma 3 (the cusp survives the core potential).** In channels l > l_max, ψ1 = ½ r12 Φ + χ, and the leading non-smooth part of χ has degree 3.

Proof. Let g = r12/2 and split F = T + U + N, with the local part U = V_loc + 2J and the nonlocal part N = Σ V_l P̂_l − K. Since (F1 + F2 − 2ε)Φ = 0 and U commutes with g,

(F1 + F2 − 2ε)(gΦ) = [T1 + T2, g]Φ + [N1 + N2, g]Φ.

With ρ̂ = ρ/r12, the gradients are ∇1 g = ρ̂/2 and ∇2 g = −ρ̂/2, and ∇1²g = ∇2²g = ½ · 2/r12 = 1/r12. The product rule gives

[T1 + T2, g]Φ = −Φ/r12 − ½ ρ̂·(∇1 − ∇2)Φ.

The first term is the whole right side of the first-order equation. Subtracting,

(F1 + F2 − 2ε)χ = ½ ρ̂·(∇1 − ∇2)Φ + g(N1 + N2)Φ − (N1 + N2)(gΦ).

The terms are taken in turn. Φ is even in ρ at fixed midpoint, so (∇1 − ∇2)Φ is odd and starts linearly in ρ; the first term starts at degree 1. On the s orbital Nφ = (V_0 − J)φ, so the second term is ½ r12 [V_0(r1) + V_0(r2) − J(r1) − J(r2)]Φ, which by A1 starts at degree 1. In the third term P̂_l selects channel l of gΦ, so the projector part vanishes for l > l_max by A2. The exchange part obeys ∇1²[K1(gΦ)/φ(1)] = −4π φ(1) gΦ, so it is two degrees smoother than g and starts at degree 3. The source therefore starts at degree 1, with the form r12 × (harmonics λ = 0, 2 of ρ̂). On the left, T1 + T2 = −∇_ρ² − ¼∇_c², with c the midpoint, and −∇_ρ² is the one piece that lowers the degree. From

∇²(r12^ν Y_λ) = [ν(ν+1) − λ(λ+1)] r12^{ν−2} Y_λ,

ν = 3 gives the nonzero factors 12 and 6 for λ = 0 and 2, so a term of degree 3 matches the source. ∎

The core potential reaches the high channels through Φ, through V_loc acting on χ, and through the source term r12 V_0 Φ. The last two affect χ, which by Lemma 2(ii) is of order x⁻⁴ against x⁻² for gΦ. The same count covers any replacement of F in the high channels by T plus another smooth potential with Φ and ε held fixed: the change adds a source g × (smooth) × Φ, again of degree 1.

**Proof of (a).** By Lemmas 1 to 3, E_l = E_l^cusp [1 + O(x⁻²)], where E_l^cusp is ⟨Φ|r12⁻¹|·⟩ applied to channel l of ½ r12 Φ. The angular integral is ∫dΩ1 dΩ2 P_l² = 4π · 2π · 2/(2l+1) = 16π²/y, and Φ² r1² r2² = u²(r1)u²(r2)/(16π²). The factors 1/r> and r> cancel:

E_l^cusp = (1/(2y)) ∬u²(r1) u²(r2) t^{2l} [t²/(2l+3) − 1/(2l−1)] dr1 dr2.

In the variables R, s the Jacobian determinant has magnitude R/2 + R/2 = R, and t = e^{−|s|}. The weight W = u²(Re^{s/2}) u²(Re^{−s/2}) is even in s, so W = u⁴(R) + s² W2(R) + …, and the two signs of s give a factor 2. With 2l = y − 1,

∫₀^∞ [e^{−(y+1)s}/(y+2) − e^{−(y−1)s}/(y−2)] ds = 1/((y+1)(y+2)) − 1/((y−1)(y−2)).

The numerator over the common denominator is (y² − 3y + 2) − (y² + 3y + 2) = −6y, so the integral is −6y/((y²−1)(y²−4)). The s² term gives 2/((y+1)³(y+2)) − 2/((y−1)³(y−2)) ≈ 2y⁻⁴[(1 − 5/y) − (1 + 5/y)] = −20 y⁻⁵, which is of relative order y⁻². Hence

E_l^cusp = (1/(2y)) · 2 · (−6 y⁻³) ∫u⁴ R dR [1 + O(y⁻²)] = −(6/16) x⁻⁴ ∫u⁴ R dR [1 + O(x⁻²)],

because y⁴ = 16x⁴. The radial integrals in the corrections carry extra factors such as R²V_loc and R²V_0, which by A1 are harmless at R = 0, where u⁴R vanishes as R⁵ or faster. ∎

Remark 1. The integral ∫u⁴ r dr is unchanged by u(r) → √ζ u(ζr), so C depends on the shape of the orbital and not on its size. For u = 2r e^{−r}, C = (3/8) · 16 · 5!/4⁶ = 45/256 hartree. This holds for a bare nucleus with H0 = h(1) + h(2), because Lemma 3 goes through with U = −Z/r and N = 0.

**Lemma 4 (tail sum).** Σ_{l>L} x⁻⁴ = (1/(3n³)) [1 − 1/(2n²) + …].

Proof. For a smooth w, the integral over the unit cell centred on x is w(x) + w″(x)/24 + …. The cells for l > L cover (n, ∞), so Σw = ∫_n^∞ w dx + w′(n)/24 + …. For w = x⁻⁴ this is n⁻³/3 − n⁻⁵/6. ∎

**Proof of (c) for MP2.** Write E_l = −C x⁻⁴(1 + a2 x⁻²). Lemma 4 and Σx⁻⁶ ≈ n⁻⁵/5 give

E(L) − E(∞) = (C/(3n³)) [1 + b/n² + …],  b = 3a2/5 − ½.

Eliminating the leading term between two cutoffs gives the extrapolation

E_ext = [n2³ E(L2) − n1³ E(L1)]/(n2³ − n1³),

whose residual error is (C/3) b (n2⁻² − n1⁻²)/(n2³ − n1³) at this order. ∎

The exponent 3 is the exponent 4 of the increments less one, and the 4 is the product of x⁰ (the component of 1/r12), x⁻² (that of r12), 1/y (the norm of P_l) and 1/x (the width in s).

**Proof of (b) and of (c) for FCI.** In (H − E)Ψ = 0 the term Ψ/r12 has degree −1. The projector terms lie in channels l ≤ l_max and V_loc is smooth, so −∇_ρ² alone can cancel it, and the leading non-smooth part of Ψ is ½ r12 Ψc, with Ψc the value of Ψ at the coalescence point. Let δ be the part of Ψ in channels l > L > l_max. Since (H − E)Ψ = 0,

⟨Ψ − δ|H − E|Ψ − δ⟩ = ⟨δ|H − E|δ⟩.

Orders in L follow from Lemma 2. The amplitude of δ is Σ_{l>L} x⁻² ∼ L⁻¹, in a region of size r/L in each direction of ρ, with volume ∼ L⁻³. There T ∼ L² and 1/r12 ∼ L. Thus ⟨δ|T|δ⟩ ∼ L⁻³, ⟨δ|r12⁻¹|δ⟩ ∼ L⁻⁴, and ⟨δ|V_loc − E|δ⟩ and ⟨δ|δ⟩ ∼ L⁻⁵. The variational E_L lies below the expectation value in Ψ − δ by the second-order relaxation driven by δ/r12, which has amplitude L⁰. For channels near L this is (volume)/(kinetic energy) ∼ L⁻⁵, and for low channels it is the square of a matrix element of order L⁻³. So E_L − E = ⟨δ|T1 + T2|δ⟩ [1 + O(L⁻¹)]. The kinetic energy is diagonal in l, and (T1 + T2)δ_l = −(Ψc/r12)_l at leading order, so channel l contributes −⟨Ψc|r12⁻¹|δ_l⟩. This is −E_l^cusp with Φ replaced by Ψc, that is with u⁴ → 16π² r⁴ |Ψ(r,r)|², and (3/8) · 16π² = 6π². Lemma 4 gives (c). With the remainder taken, as in the power counting above, to be an expansion in 1/L, the difference of successive L gives (b). ∎

Remark 2. The L⁻⁴ term ⟨δ|r12⁻¹|δ⟩ is positive, so −E_l x⁴ approaches C_FCI from above at large l. MP2 has no such term, because 1/r12 does not act within ψ1 at second order.

Remark 3. The truncated function overshoots at coalescence. The sum Σ_{l>L} f_l(r,r) = r Σ[1/(2l+3) − 1/(2l−1)] telescopes to −r[1/(2L+1) + 1/(2L+3)] ≈ −r/n, so Ψ_L(r,r) ≈ Ψ(r,r)[1 + r/(2n)]. A value C[Ψ_L] computed from Ψ_L has to be extrapolated in 1/n.

**Lemma 5 (floor for a finite basis).** If a basis reproduces φ and contains no function above l = L, its MP2 error is at least E(L) − E(∞).

Proof. By A5, F1 + F2 − 2ε is positive on the range of Q, so the Hylleraas functional ⟨ψ|F1 + F2 − 2ε|ψ⟩ + 2⟨ψ|r12⁻¹|Φ⟩ has its minimum E(2) at ψ1. The MP2 energy in the basis is the minimum over products of its virtual functions, a subspace of the radially complete channels l ≤ L, where the minimum is E(L). ∎

For a family that reproduces φ and whose highest l equals its cardinal number X, the MP2 error therefore cannot fall faster than (X+1)⁻³ asymptotically. That its radial error falls at the same rate is not shown here; the pure X⁻³ form used for extrapolation is an empirical model in this treatment.

**Lemma 6 (no cusp, no power law).** Replace the perturbation by (r12² + a²)^{−1/2}, keeping F, Φ and ε. Its channel-l component is p<^l/p>^{l+1}, with p<p> = r1r2 and p<² + p>² = r1² + r2² + a², and E_l falls faster than any power of x.

Proof. By construction r12² + a² = p>² + p<² − 2p<p>μ, which is the argument of the Legendre generating function. With p>/p< = e^σ, dividing the sum by the product gives cosh σ = cosh s + a²/(2R²), so σ ≥ σ(s=0) ≈ a/R for a ≪ R. E_l is quadratic in the component and carries e^{−2la/R}. With u⁴ ∼ e^{−4κR}, κ = √(2|ε|), the exponent −2la/R − 4κR is largest at R = √(la/(2κ)), where it equals −4√(2κal). The local exponent −d ln|E_l|/d ln l then grows as 2√(2κal). ∎

**Where the theorem stops**

For a triplet pair Ψ(r,r) = 0 and C_FCI vanishes. The source then has degree 0 and the response degree 2, each one order of x smaller, so the count gives x⁻⁶; this case is not tested. Explicitly correlated (F12) and Slater–Jastrow functions contain r12 itself and violate A4, and a transcorrelated Hamiltonian violates A3. Quantum Monte Carlo with a Jastrow factor is thus outside the theorem, while an orbital-product calculation with the same core potential is inside it. A core potential with a kink at some radius violates A1 and needs a separate estimate of the remainder. For l ≤ l_max the projectors act directly and nothing is claimed.

**Worked example: beryllium with the ccECP**

The helium core is replaced, leaving Z_eff = 2 and one projector, l_max = 0, with V_s(0) = 344.6 eV falling to 1/e at 0.336 Å. The equations are solved in radial B-splines. All energies belong to the valence pseudo-Hamiltonian H defined above, without explicit core or core–valence correlation. HF gives ε = −8.4172 eV and E = −26.17444 eV. The weight u⁴r peaks near 1.2 Å (1.206 Å is the nearest quadrature point), outside the core, and

C = 6.5029 eV = 0.23898 hartree.

An uncontracted Gaussian basis reproduces the HF energy and gives E_0, E_1, E_2 = −0.06190, −0.63716, −0.10513 eV against −0.06191, −0.63721, −0.10521 eV (tested to 2%).

Cusp. The ratio of ψ1,l to Φ f_l P_l at r1 = r2 and l = 20 should be ½[1 + O(x⁻²)]. It is 0.5018 at 0.4 Å, where V_s = 83.2 eV, and 0.4947 at 1.2 Å, where V_s = 0.001 eV (tested to ±0.02). The value on the diagonal r1 = r2 converges slowly with the radial basis, so the third decimal is uncertain (the radially converged values are 0.5036 and 0.4955); these two numbers show the value ½, not the size of its x⁻² correction. The quantity (E_l/E_l^cusp − 1)x² is −4.85 at l = 10 and −5.11 at l = 20 (−5.09 at radial convergence). If the leading correction were of relative order x⁻¹, the quantity would roughly double over this range; a small term of that order is excluded by Lemma 3, not by these two values.

Increments.

l = 1: E_l = −0.63721 eV, −E_l x⁴/C = 0.4961
l = 4: −1.3017×10⁻² eV, 0.8208
l = 8: −1.1680×10⁻³ eV, 0.9376
l = 16: −8.616×10⁻⁵ eV, 0.9821
l = 24: −1.790×10⁻⁵ eV, 0.9917

At l = 16, x² = 272.25 and a2 ≈ (0.9821 − 1) × 272.25 = −4.87. This estimate still drifts with l (the same arithmetic gives −4.5 at l = 8 and about −5.0 at l = 24), so the asymptotic a2 is close to −5, and the b derived below from −4.87 is uncertain by about 0.1. Removing the x⁻² term with l = 24, where x² = 600.25,

(0.9917 × 600.25 − 0.9821 × 272.25)/328 = 0.9997,

and unrounded inputs give 0.9996, a limit of 6.5002 eV, 0.04% below C (tested to 0.4%). The deficit combines the dropped x⁻⁴ term with radial-basis error at l = 24, which the elimination amplifies, so the fourth decimal of the ratio is not significant. A radially converged basis raises the ratio to 0.9998 (6.501 eV), and the remaining 2×10⁻⁴ has the size of the x⁻⁴ term. With the kinetic energy alone in the virtual channels E_1 changes to −0.3737 eV and the limit is 6.5000 eV. With V_s applied in every channel E_1 is −0.5214 eV and the limit is 6.5002 eV. The first change removes the whole one-electron potential in the virtual channels (nuclear attraction, local core potential and 2J − K together), and the second adds V_s. They move the p increment by 41% and 18% of its MP2 value and leave the limit in place. For the hydrogenic 1s² model of Remark 1 (bare nucleus, H0 = h(1) + h(2)) the limit is 4.7817 eV against C = 4.7833 eV; here the deficit is almost all radial-basis error, and a converged basis gives 4.7831 eV. The two systems share the power; their coefficients differ because the orbitals have different shapes.

Truncation. Summing to l = 24 and adding the tail −1.39×10⁻⁴ eV from the law itself gives the MP2 limit −0.86508 eV = −0.031791 hartree. The errors relative to this limit, and C/(3n³), are:

L = 2: 0.06075 eV, 0.08028 eV
L = 4: 0.01537 eV, 0.01734 eV
L = 6: 0.00592 eV, 0.00632 eV
L = 10: 0.00158 eV, 0.00163 eV

The leading law overestimates the error at every L listed. This agrees with the sign of b = 0.6 × (−4.87) − 0.5 = −3.42, which fixes the direction only at large n; at L = 2 the term b/n² = −0.38 is not a small correction. At L = 6 the corrected value is 0.00632 × (1 − 3.42/49) = 0.00588 eV. A comparison free of the assumed tail is −Σ_{l=13}^{24} E_l = 8.289×10⁻⁴ eV against (C/3)(13⁻³ − 25⁻³) = 8.479×10⁻⁴ eV, 2.2% below the law (tested to 5%). The extrapolation from L = 3 and 4 is

(125 × (−0.84971) − 64 × (−0.83670))/61 = −0.8634 eV,

with error 0.00171 eV, 11% of the error at L = 4. The residual formula gives (6.5029/3)(−3.42)(1/25 − 1/16)/61 = 0.0027 eV, which has the right sign and is too large by 60% of the actual residual; it retains one correction term at n as low as 4.

Cardinal sets. The ccECP cc-pVDZ, TZ and QZ sets have L = 2, 3, 4 and MP2 errors 0.13228, 0.06166 and 0.03310 eV, above the floors 0.06075, 0.02838 and 0.01537 eV. The inequality is tested, although each set uses its own HF orbital, so that the hypothesis of Lemma 5 holds approximately. The ratios of error to floor are 2.18, 2.17 and 2.15. Successive errors fall by 2.15 and 1.86, where X⁻³ would give 3.38 and 2.37 and (X+1)⁻³ would give 2.37 and 1.95. In this range the sets follow the partial-wave floor with its pre-asymptotic correction and not X⁻³. The near constancy of the ratio is observed for these three sets only; it is not derived, and it does not continue: for cc-pV5Z (L = 5) the error 0.0181 eV against the floor 0.0092 eV gives 1.97.

Control. The local exponent ln(E_l/E_{l+1})/ln((x+1)/x) at l = 5, 10, 20 is 3.785, 3.924, 3.978 for 1/r12. For the softened interaction with a = 0.529 Å it is 6.90, 9.09, 12.23. The tests require a value within 0.05 of 4 at l = 20 in the first case and a growth past 9 in the second. The steps 2.19 and 3.14 have the ratio 1.43, close to the √2 implied by the √l growth in Lemma 6.

Full CI. The s+p energy is −27.47108 eV in splines and −27.47106 eV in Gaussians. At l = 4, 7, 10 the values of −E_l x⁴ are 0.4699, 0.4577, 0.4482 eV, and C[Ψ_L] is 0.6170, 0.5379, 0.5029 eV. Both decrease, as Remarks 2 and 3 require at large l. Quadratic extrapolation in 1/x to zero has the Lagrange weights Π_{j≠i} x_i/(x_i − x_j), namely 4.5²/18 = 1.125, −7.5²/9 = −6.25 and 10.5²/18 = 6.125, so

1.125 × 0.4699 − 6.25 × 0.4577 + 6.125 × 0.4482 = 0.413 eV.

The extrapolation of C[Ψ_L] in 1/n gives

C_FCI ≈ 0.413 eV = 0.0152 hartree.

The last digit is uncertain by about 2. A finer radial grid lowers C[Ψ_L] at L = 7 and 10 by 0.0002 to 0.0003 eV and this extrapolation to 0.412 eV, and estimates that use L up to 13 lie between 0.411 and 0.412 eV (0.0151 hartree).

The printed ratio of the two limits is 1.0005. The test asks for 5%, because the weights amplify radial and higher-order errors, and the closer agreement is not an error estimate. As a consistency check of Remark 3, a typical radius 1.206 Å/0.529 Å = 2.28 in atomic units, borrowed from the peak of the HF weight, gives (1 + 2.28/22)² = 1.22, and 0.5029/0.4126 = 1.22. The radius that belongs here is an average over |Ψ(r,r)|² r⁵, which is not computed, and other terms of order n⁻² are dropped, so this confirms the size of the overshoot and not its digits.

The ratio C_FCI/C = 0.063 means that, in the r⁵-weighted mean square, the correlated function at coalescence is √0.063 ≈ 0.25 of the HF product. To leading order the FCI truncation error of this atom is therefore 16 times smaller than the MP2 error at the same L, although the FCI correlation energy, −1.31351 eV at L = 10 with a leading-order tail of −0.00010 eV, is 1.5 times the MP2 limit. At large finite L the factor is smaller than 16, because the MP2 error lies below its leading law (b < 0) while the FCI error lies above its own (Remark 2). These signs are asymptotic and need not hold at small L. At L = 1 the FCI error, −27.47108 − (−26.17444 − 1.31351 − 0.00010) = 0.01697 eV, lies slightly below C_FCI/24 = 0.01719 eV (0.0171 eV for C_FCI = 0.411 eV, still above the error), and the factor is 0.16596/0.01697 ≈ 9.8. The numerical check below prints the computed energies and coefficients; the remaining numbers follow from them by arithmetic, apart from the radially converged values, the estimates with L up to 13 and the cc-pV5Z value, which are quoted to show the size of the residual errors.

Computed values

```
Be ccECP: Zeff = 2, highest projector l = 0
V_s(0) = 344.6 eV, falls to 1/e at r = 0.336 A
HF: eps = -8.4172 eV, E = -26.17444 eV, <r> = 1.404 A
peak of u^4 r at r = 1.206 A
C = (3/8) int u^4 r dr = 6.5029 eV = 0.23898 hartree
MP2 l= 0: E_l = -6.19129e-02 eV, -E_l x^4/C = 0.0006
MP2 l= 1: E_l = -6.37209e-01 eV, -E_l x^4/C = 0.4961
MP2 l= 2: E_l = -1.05205e-01 eV, -E_l x^4/C = 0.6320
MP2 l= 3: E_l = -3.23700e-02 eV, -E_l x^4/C = 0.7470
MP2 l= 4: E_l = -1.30170e-02 eV, -E_l x^4/C = 0.8208
MP2 l= 6: E_l = -3.27908e-03 eV, -E_l x^4/C = 0.9001
MP2 l= 8: E_l = -1.16798e-03 eV, -E_l x^4/C = 0.9376
MP2 l=12: E_l = -2.58236e-04 eV, -E_l x^4/C = 0.9695
MP2 l=16: E_l = -8.61649e-05 eV, -E_l x^4/C = 0.9821
MP2 l=20: E_l = -3.63882e-05 eV, -E_l x^4/C = 0.9883
MP2 l=24: E_l = -1.78980e-05 eV, -E_l x^4/C = 0.9917
Gaussian check: E_HF = -26.17444 eV
Gaussian check: E_0,E_1,E_2 = -0.06190, -0.63716, -0.10513 eV
cusp coefficient, l=20, r = 0.4 A: 0.5018 (V_s there 83.193 eV)
cusp coefficient, l=20, r = 1.2 A: 0.4947 (V_s there 0.001 eV)
(E_l/E_l^cusp - 1) x^2: l=10 -4.852, l=20 -5.111
MP2: E_1 = -0.6372 eV, limit of -E x^4 = 6.5002 eV, /C = 0.9996
kinetic only: E_1 = -0.3737 eV, limit of -E x^4 = 6.5000 eV, /C = 0.9996
V_s in all l: E_1 = -0.5214 eV, limit of -E x^4 = 6.5002 eV, /C = 0.9996
x^-2 coefficient of -E_l x^4/C from l=16: -4.87
bare nucleus 1s^2: C = 4.7833 eV, limit of -E x^4 = 4.7817 eV
-sum l=13..24 = 8.2890e-04 eV, C/3 (13^-3 - 25^-3) = 8.4790e-04 eV
MP2 limit = -0.86508 eV = -0.031791 hartree (law tail l>24: -1.39e-04 eV)
L=2: E = -0.80433 eV, error 0.06075 eV, law 0.08028 eV
L=3: E = -0.83670 eV, error 0.02838 eV, law 0.03387 eV
L=4: E = -0.84971 eV, error 0.01537 eV, law 0.01734 eV
L=6: E = -0.85917 eV, error 0.00592 eV, law 0.00632 eV
L=10: E = -0.86350 eV, error 0.00158 eV, law 0.00163 eV
(L+1)^-3 extrapolation L=3,4: -0.86337 eV, error 0.00171 eV
ccECP cc-pVDZ (L=2): error 0.13228 eV, floor 0.06075 eV
ccECP cc-pVTZ (L=3): error 0.06166 eV, floor 0.02838 eV
ccECP cc-pVQZ (L=4): error 0.03310 eV, floor 0.01537 eV
coarse/fine grid, MP2 l=10, relative difference: -3.4e-04
local exponent l=5,10,20, Coulomb: 3.785, 3.924, 3.978
local exponent l=5,10,20, soft a = 0.529 A: 6.90, 9.09, 12.23
FCI s+p total: splines -27.47108 eV, Gaussians -27.47106 eV
FCI l=4: E_l = -1.1459e-03 eV, -E x^4 = 0.4699 eV, C[Psi_L] = 0.6170 eV
FCI l=7: E_l = -1.4467e-04 eV, -E x^4 = 0.4577 eV, C[Psi_L] = 0.5379 eV
FCI l=10: E_l = -3.6871e-05 eV, -E x^4 = 0.4482 eV, C[Psi_L] = 0.5029 eV
FCI limit of -E x^4 = 0.4128 eV; C_FCI from Psi(r,r) = 0.4126 eV = 0.01516 hartree
ratio of the two = 1.0005; C_FCI/C = 0.063
FCI E_corr(L=10) = -1.31351 eV, leading tail -0.00010 eV
```
